# Negative bending modes of the linear Lennard-Jones trimer: a numerical check

```python
"""
Result under test: the stationary linear Lennard-Jones trimer has one negative
Hessian eigenvalue in a plane and a degenerate negative pair in space.
Pair energy V(r) = 4 eps [(sigma/r)^12 - (sigma/r)^6].
spacing = nearest-neighbour distance a of the stationary linear trimer.
kappa = strength of an added angular energy kappa (1 + cos(bond angle)).
Calculations use eps = sigma = 1 until the final conversion to eV and angstrom.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 40


def pair(r):
    return 4 * (r**-12 - r**-6)


def energy(x, dim, kappa=0):
    atoms = [x[dim * i:dim * (i + 1)] for i in range(3)]
    total = 0
    for i in range(3):
        for j in range(i):
            square = sum((p - q)**2 for p, q in zip(atoms[i], atoms[j]))
            total += 4 * (square**-6 - square**-3)
    if kappa:
        left = [p - q for p, q in zip(atoms[0], atoms[1])]
        right = [p - q for p, q in zip(atoms[2], atoms[1])]
        dot = sum(p * q for p, q in zip(left, right))
        norm = (sum(p * p for p in left) * sum(p * p for p in right))**0.5
        total += kappa * (1 + dot / norm)
    return total


def hessian(x, dim, kappa=0):
    step = mp.mpf('1e-10')
    n = len(x)
    result = np.zeros((n, n))
    for i in range(n):
        for j in range(i + 1):
            value = mp.mpf(0)
            for si in (1, -1):
                for sj in (1, -1):
                    y = list(x)
                    y[i] += si * step
                    y[j] += sj * step
                    value += si * sj * energy(y, dim, kappa)
            result[i, j] = result[j, i] = float(value / (4 * step**2))
    return result


def counts(eigenvalues):
    tol = 1e-8
    return (int(np.sum(eigenvalues < -tol)),
            int(np.sum(abs(eigenvalues) <= tol)),
            int(np.sum(eigenvalues > tol)))


def linear(distance, dim):
    x = [mp.mpf(0)] * (3 * dim)
    x[0], x[2 * dim] = -distance, distance
    return x


# Stationary spacing from the total energy, compared with the closed form.
spacing = mp.findroot(
    lambda a: mp.diff(lambda t: energy(linear(t, 1), 1), a),
    (mp.mpf('1.10'), mp.mpf('1.15')), solver='secant')
assert abs(spacing**6 - mp.mpf(2731) / 1376) < mp.mpf('1e-15')
a = float(spacing)
x2, x3 = linear(spacing, 2), linear(spacing, 3)
for i in range(9):
    h = mp.mpf('1e-12')
    up, down = list(x3), list(x3)
    up[i] += h
    down[i] -= h
    assert abs((energy(up, 3) - energy(down, 3)) / (2 * h)) < 1e-15

# Every collinear shape on the scan lies above the stationary one.
e_linear = float(energy(x3, 3))
grid = np.linspace(0.85, 4.0, 1261)
r1, r2 = np.meshgrid(grid, grid, indexing='ij')
scan = pair(r1) + pair(r2) + pair(r1 + r2)
lowest = np.unravel_index(np.argmin(scan), scan.shape)
assert scan.min() >= e_linear - 1e-12
assert max(abs(grid[k] - a) for k in lowest) < 2 * (grid[1] - grid[0])
A, B = 2 + 2.0**-12, 2 + 2.0**-6
assert abs(e_linear + B**2 / A) < 1e-12

# Full Hessians against the derived spectrum.
hess2, hess3 = hessian(x2, 2), hessian(x3, 3)
val2, vec2 = np.linalg.eigh(hess2)
val3, vec3 = np.linalg.eigh(hess3)
bend = -3 * 693504 / 7458361 / a**2
sym = 36 * B**2 / A / a**2
anti = 3 * float(mp.diff(pair, spacing, 2))
assert np.allclose(val2, [bend, 0, 0, 0, sym, anti], atol=1e-9, rtol=1e-10)
assert np.allclose(val3, [bend, bend, 0, 0, 0, 0, 0, sym, anti],
                   atol=1e-9, rtol=1e-10)
count2, count3 = counts(val2), counts(val3)
assert count2 == (1, 3, 2) and count3 == (2, 5, 2)

# Shapes of the negative modes.
pattern = np.array([1, -2, 1]) / np.sqrt(6)
assert abs(abs(vec2[:, 0] @ np.kron(pattern, [0, 1])) - 1) < 1e-9
for axis in ([0, 1, 0], [0, 0, 1]):
    projection = vec3[:, :2].T @ np.kron(pattern, axis)
    assert abs(np.linalg.norm(projection) - 1) < 1e-9

# Unequal masses change the frequencies but not the counts.
masses = np.array([1.0, 5.0, 20.0])
slope = float(mp.diff(pair, spacing))
far_slope = float(mp.diff(pair, 2 * spacing))
assert slope < 0 < far_slope
for dim, hess, expected in ((2, hess2, count2), (3, hess3, count3)):
    weights = np.repeat(masses**-0.5, dim)
    squared = np.linalg.eigvalsh(hess * np.outer(weights, weights))
    formula = slope / (2 * a) * (1 / masses[0] + 4 / masses[1] + 1 / masses[2])
    assert counts(squared) == expected
    assert np.allclose(squared[:dim - 1], formula, atol=1e-9)

# Angular stiffness on either side of its derived critical value.
kappa_c = -a * slope / 2
below = counts(np.linalg.eigvalsh(hessian(x3, 3, mp.mpf(0.9 * kappa_c))))
above = counts(np.linalg.eigvalsh(hessian(x3, 3, mp.mpf(1.1 * kappa_c))))
assert below == (2, 5, 2) and above == (0, 5, 4)

# Planar descent from opposite bends reaches opposite labelled triangles.


def signed_area(p):
    u, v = p[1] - p[0], p[2] - p[0]
    return 0.5 * (u[0] * v[1] - u[1] * v[0])


def descend(sign):
    p = np.array([[-a, 0.0], [0.0, 0.0], [a, 0.0]])
    p[:, 1] += sign * 0.05 * pattern
    for _ in range(20000):
        d = p[:, None, :] - p[None, :, :]
        square = np.sum(d**2, axis=2) + np.eye(3)
        factor = 4 * (-12 * square**-7 + 6 * square**-4)
        p = p - 0.005 * np.sum(factor[:, :, None] * d, axis=1)
    return p


rm = 2**(1 / 6)
ends = [descend(1), descend(-1)]
end_energies = [energy(list(p.ravel()), 2) for p in ends]
areas = [signed_area(p) for p in ends]
assert np.allclose(end_energies, -3, atol=1e-9)
assert areas[0] * areas[1] < 0
assert np.allclose(np.abs(areas), np.sqrt(3) * rm**2 / 4, atol=1e-7)

# The triangle is a minimum; a half-turn in space reverses its planar area.
rm_mp = mp.mpf(2)**(mp.mpf(1) / 6)
triangle = [mp.mpf(0)] * 9
triangle[3] = rm_mp
triangle[6], triangle[7] = rm_mp / 2, rm_mp * mp.sqrt(3) / 2
tri_count = counts(np.linalg.eigvalsh(hessian(triangle, 3)))
assert tri_count == (0, 6, 3)
flat = np.column_stack((ends[0], np.zeros(3)))
for angle in np.linspace(0, np.pi, 13):
    c, s = np.cos(angle), np.sin(angle)
    turned = flat @ np.array([[1, 0, 0], [0, c, s], [0, -s, c]])
    assert abs(energy(list(turned.ravel()), 3) + 3) < 1e-9
assert np.max(abs(turned[:, 2])) < 1e-12
assert abs(signed_area(turned[:, :2]) + areas[0]) < 1e-12

# Worked example with round model parameters.
eps_ev, sigma_ang, mass_u = 0.1, 2.5, 50.0
curvature = eps_ev / sigma_ang**2
bend_ev, sym_ev, anti_ev = [v * curvature for v in (val2[0], val2[4], val2[5])]
mass_kg = mass_u * const.atomic_mass


def mode_energy(force_constant):
    si = abs(force_constant) * const.e / const.angstrom**2
    return const.hbar * np.sqrt(si / mass_kg) / const.e


hartree_ev = const.physical_constants['Hartree energy in eV'][0]
bohr_ang = const.physical_constants['Bohr radius'][0] / const.angstrom
bend_au = bend_ev * bohr_ang**2 / hartree_ev
omega_au = np.sqrt(abs(bend_au) / (mass_kg / const.m_e))
assert abs(omega_au * hartree_ev / mode_energy(bend_ev) - 1) < 1e-7

print(f"Well depth epsilon: {eps_ev:.3f} eV")
print(f"Length sigma: {sigma_ang:.3f} angstrom")
print(f"Mass of each atom: {mass_u:.1f} u")
print(f"Pair minimum distance: {rm * sigma_ang:.5f} angstrom")
print(f"Linear spacing a: {a * sigma_ang:.5f} angstrom")
print(f"Spacing ratio a/sigma: {a:.6f} (no unit)")
print(f"Near-pair slope V'(a): {slope * eps_ev / sigma_ang:.7f} eV/angstrom")
print(f"Far-pair slope V'(2a): {far_slope * eps_ev / sigma_ang:.7f} eV/angstrom")
print(f"Bending eigenvalue: {bend_ev:.7f} eV/angstrom^2")
print(f"Bending eigenvalue: {bend_au:.5e} hartree/bohr^2")
print(f"Second 3D bending eigenvalue: {val3[1] * curvature:.7f} eV/angstrom^2")
print(f"Symmetric stretch eigenvalue: {sym_ev:.5f} eV/angstrom^2")
print(f"Antisymmetric stretch eigenvalue: {anti_ev:.5f} eV/angstrom^2")
print(f"|Bend| / symmetric stretch: {abs(bend_ev / sym_ev):.6f} (no unit)")
print(f"Bend hbar|omega| (imaginary mode): {mode_energy(bend_ev):.7f} eV")
print(f"Symmetric stretch hbar omega: {mode_energy(sym_ev):.6f} eV")
print(f"Antisymmetric stretch hbar omega: {mode_energy(anti_ev):.6f} eV")
print(f"Plane: negative, zero, positive counts: {count2}")
print(f"Space: negative, zero, positive counts: {count3}")
print(f"Triangle in space: negative, zero, positive counts: {tri_count}")
print(f"Linear energy: {e_linear * eps_ev:.6f} eV")
print(f"Triangle energy: {end_energies[0] * eps_ev:.6f} eV")
print(f"Planar inversion barrier: {(e_linear - end_energies[0]) * eps_ev:.6f} eV")
print(f"Critical angular stiffness: {kappa_c * eps_ev:.7f} eV/rad^2")
print(f"Space counts at 0.9 critical stiffness: {below}")
print(f"Space counts at 1.1 critical stiffness: {above}")
print("verified")
```

It prints:

```
Well depth epsilon: 0.100 eV
Length sigma: 2.500 angstrom
Mass of each atom: 50.0 u
Pair minimum distance: 2.80616 angstrom
Linear spacing a: 2.80257 angstrom
Spacing ratio a/sigma: 1.121030 (no unit)
Near-pair slope V'(a): -0.0033178 eV/angstrom
Far-pair slope V'(2a): 0.0033178 eV/angstrom
Bending eigenvalue: -0.0035515 eV/angstrom^2
Bending eigenvalue: -3.65480e-05 hartree/bohr^2
Second 3D bending eigenvalue: -0.0035515 eV/angstrom^2
Symmetric stretch eigenvalue: 0.93095 eV/angstrom^2
Antisymmetric stretch eigenvalue: 2.81736 eV/angstrom^2
|Bend| / symmetric stretch: 0.003815 (no unit)
Bend hbar|omega| (imaginary mode): 0.0005449 eV
Symmetric stretch hbar omega: 0.008822 eV
Antisymmetric stretch hbar omega: 0.015347 eV
Plane: negative, zero, positive counts: (1, 3, 2)
Space: negative, zero, positive counts: (2, 5, 2)
Triangle in space: negative, zero, positive counts: (0, 6, 3)
Linear energy: -0.203112 eV
Triangle energy: -0.300000 eV
Planar inversion barrier: 0.096888 eV
Critical angular stiffness: 0.0046492 eV/rad^2
Space counts at 0.9 critical stiffness: (2, 5, 2)
Space counts at 1.1 critical stiffness: (0, 5, 4)
verified
```
